# Net Electromigration Force on an Ion in Copper: test program

```python
"""
Result under test: the net electromigration force is F = Z_eff*e*rho*j.
Z_eff = effective valence, e = elementary charge (positive),
rho = resistivity, j = current density along +z.
Free-electron model: Z_eff = Z_direct - n*mfp*sigma_tr, where
n = electron density, mfp = mean free path, and
sigma_tr = transport cross-section of the ion.
The wind force is checked by explicit summation of momentum transfers.
All quantities are in SI units unless a name says eV.
"""
import numpy as np
from scipy.constants import e, hbar, k as k_B, m_e
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

# Data of the exercise
Z_eff = -5.0
j = 1.0e6 / 1.0e-4          # 1 MA/cm^2 in A/m^2
rho = 2.0e-6 * 1.0e-2       # 2 microohm cm in ohm m
field = rho * j
force = Z_eff * e * field
force_eV_per_m = force / e

# Free-electron model
n = 8.0e28
Z_direct = 1.0
Z_wind = Z_eff - Z_direct
k_F = (3 * np.pi**2 * n) ** (1 / 3)
v_F = hbar * k_F / m_e
tau = m_e / (n * e**2 * rho)
mfp = v_F * tau
sigma_tr = -Z_wind / (n * mfp)

# Drift velocity: average over the time since the last collision
drift, _ = quad(lambda u: -e * field * u * tau / m_e * np.exp(-u),
                0, np.inf)
assert np.isclose(-n * e * drift, j, rtol=1e-8)

# Anisotropic differential cross-section A*(1 + b*c + d*c^2), c = cos(theta)
b, d = 0.6, 0.5


def shape(c):
    return 1 + b * c + d * c**2


transport_integral, _ = quad(
    lambda c: 2 * np.pi * (1 - c) * shape(c), -1, 1)
amplitude = sigma_tr / transport_integral

# Outgoing directions, fixed in the laboratory frame
mu_out, w_out = np.polynomial.legendre.leggauss(10)
n_phi = 12
phi = 2 * np.pi * np.arange(n_phi) / n_phi
out_z = np.repeat(mu_out, n_phi)
out_x = np.sqrt(1 - out_z**2) * np.tile(np.cos(phi), len(mu_out))
out_weight = np.repeat(w_out, n_phi) * 2 * np.pi / n_phi

# Incoming electrons fill a Fermi sphere shifted by the drift
nodes, weights = np.polynomial.legendre.leggauss(20)
radius = (nodes + 1) / 2
radius_weight = weights / 2
shift = m_e * drift / (hbar * k_F)
electron_count = 0.0
momentum_sum = 0.0
for p, wp in zip(radius, radius_weight):
    for mu, wm in zip(nodes, weights):
        kx = p * np.sqrt(1 - mu**2)
        kz = p * mu + shift
        size = np.hypot(kx, kz)
        cosine = (kx * out_x + kz * out_z) / size
        transfer = np.sum(out_weight * amplitude * shape(cosine)
                          * (kz - size * out_z))
        state_weight = (2 * k_F**3 / (2 * np.pi)**3
                        * 2 * np.pi * p**2 * wp * wm)
        electron_count += state_weight
        momentum_sum += state_weight * size * transfer
wind_numeric = hbar**2 * k_F**2 / m_e * momentum_sum
wind_formula = n * m_e * v_F * sigma_tr * drift
direct_force = Z_direct * e * field
net_numeric = direct_force + wind_numeric

assert np.isclose(electron_count, n, rtol=1e-10)
# Rounding is amplified because the drift shift is below 1e-6 of k_F
assert np.isclose(wind_numeric, wind_formula, rtol=1e-6, atol=0)
assert np.isclose(net_numeric, force, rtol=1e-6, atol=0)
assert net_numeric * j < 0 and net_numeric * drift > 0

# Tilted periodic barrier; x is distance along the force in hop lengths
hop = 0.25e-9
barrier_eV = 0.8
temperature = 500.0
work_eV = abs(force) * hop / e
thermal_eV = k_B * temperature / e


def energy(x):
    return -barrier_eV / 2 * np.cos(2 * np.pi * x) - work_eV * x


def extremum(low, high, sign):
    found = minimize_scalar(lambda x: sign * energy(x),
                            bounds=(low, high), method="bounded",
                            options={"xatol": 1e-10})
    return energy(found.x)


well = extremum(-0.2, 0.2, 1)
forward_barrier = extremum(0.3, 0.7, -1) - well
backward_barrier = extremum(-0.7, -0.3, -1) - well
lowering = barrier_eV - forward_barrier
raising = backward_barrier - barrier_eV
assert np.isclose(lowering, work_eV / 2, rtol=1e-4, atol=0)
assert np.isclose(raising, work_eV / 2, rtol=1e-4, atol=0)
assert work_eV < 1e-3 * thermal_eV

print(f"Effective valence: {Z_eff:.0f}")
print(f"Current density: {j:.3e} A/m^2")
print(f"Resistivity: {rho:.3e} ohm m")
print(f"Electric field: {field:.3f} V/m")
print(f"Net force along current: {force:.4e} N")
print(f"Net force along current, converted: {force_eV_per_m:.3f} eV/m")
print(f"Model electron density: {n:.3e} m^-3")
print(f"Model direct valence: {Z_direct:.0f}")
print(f"Wind valence: {Z_wind:.0f}")
print(f"Fermi wavevector: {k_F:.4e} m^-1")
print(f"Fermi velocity: {v_F:.4e} m/s")
print(f"Relaxation time: {tau:.4e} s")
print(f"Mean free path: {mfp:.4e} m")
print(f"Electron drift velocity along current: {drift:.4f} m/s")
print(f"Transport cross-section: {sigma_tr:.4e} m^2")
print(f"Direct force: {direct_force:.4e} N")
print(f"Wind force from formula: {wind_formula:.4e} N")
print(f"Wind force from momentum sum: {wind_numeric:.4e} N")
print(f"Net force from momentum sum: {net_numeric:.4e} N")
print(f"Model hop length: {hop:.3e} m")
print(f"Model barrier: {barrier_eV:.2f} eV")
print(f"Model temperature: {temperature:.0f} K")
print(f"Work of force over one hop: {work_eV:.4e} eV")
print(f"Forward barrier lowering: {lowering:.4e} eV")
print(f"Backward barrier raising: {raising:.4e} eV")
print(f"Thermal energy: {thermal_eV:.4e} eV")
print(f"Work divided by thermal energy: {work_eV / thermal_eV:.3e}")
print("no test failed")
```

Output:

```
Effective valence: -5
Current density: 1.000e+10 A/m^2
Resistivity: 2.000e-08 ohm m
Electric field: 200.000 V/m
Net force along current: -1.6022e-16 N
Net force along current, converted: -1000.000 eV/m
Model electron density: 8.000e+28 m^-3
Model direct valence: 1
Wind valence: -6
Fermi wavevector: 1.3330e+10 m^-1
Fermi velocity: 1.5432e+06 m/s
Relaxation time: 2.2179e-14 s
Mean free path: 3.4227e-08 m
Electron drift velocity along current: -0.7802 m/s
Transport cross-section: 2.1912e-21 m^2
Direct force: 3.2044e-17 N
Wind force from formula: -1.9226e-16 N
Wind force from momentum sum: -1.9226e-16 N
Net force from momentum sum: -1.6022e-16 N
Model hop length: 2.500e-10 m
Model barrier: 0.80 eV
Model temperature: 500 K
Work of force over one hop: 2.5000e-07 eV
Forward barrier lowering: 1.2500e-07 eV
Backward barrier raising: 1.2500e-07 eV
Thermal energy: 4.3087e-02 eV
Work divided by thermal energy: 5.802e-06
no test failed
```
